# What the H-beta linewidth measures at low electron density

## Question

I run a low-pressure inductively coupled hydrogen plasma for surface treatment and would like its electron density without inserting a probe. I was told that the width of H-beta (the $n=4\to2$ line of atomic hydrogen) reveals the electron density in any plasma, because the fields of the charged particles broaden the line through the Stark effect, with a width that grows as $n_e^{2/3}$.

My rough conditions are $n_e=10^{11}\ \mathrm{cm^{-3}}$, gas at 500 K, electrons at 2 eV and a pressure of 20 mTorr. Can I take the measured width, call it the Stark width and read off the density? If not, what does the width contain, and at what density does the method begin to work?

## Answer

The $n_e^{2/3}$ law is a good approximation where Stark broadening dominates, but a line has other sources of width that do not depend on $n_e$. Each must be calculated for your conditions. I assume an optically thin line, equally populated $n=4\,$ substates, singly charged ions and a line of sight through the bulk plasma, away from the sheaths. Widths are full widths at half maximum; for a profile with two humps, that is the distance between the outermost half-maximum points. Wavelengths are in vacuum.

### Doppler width

An atom of mass $M$ with velocity $v$ along the line of sight shifts the line by $\lambda v/c$. In a Maxwellian gas $v$ is distributed as $\exp(-Mv^2/2kT)$, which falls to one half at $v=\sqrt{2\ln2\,kT/M}$. The full width is twice the corresponding shift:

$$W_D=\frac{2\lambda}{c}\sqrt{\frac{2\ln2\,kT}{M}}=\lambda\sqrt{\frac{8\ln 2\,kT}{Mc^2}} .$$

At 500 K the square root is $1.595\times10^{-5}$, and with $\lambda=486.274$ nm

$$W_D=7.76\ \mathrm{pm}=0.00776\ \mathrm{nm}.$$

### How a field shifts the levels

The electron in a field $F$ along $z$ has the extra energy $eFz$. In atomic units,

$$\left(-\tfrac12\nabla^2-\tfrac1r+Fz\right)\psi=E\psi .$$

Introduce $u,v$ by $r=(u^2+v^2)/2$ and $z=(u^2-v^2)/2$. Then $\nabla^2=(\Delta_u+\Delta_v)/(u^2+v^2)$, where $\Delta_u$ is the Laplacian of a plane with radius $u$ and the common azimuth. Multiplying the equation by $u^2+v^2$ and writing $E=-\omega^2/2$ gives

$$\left[-\tfrac12\Delta_u+\tfrac12\omega^2u^2+\tfrac F2u^4\right]\psi+\left[-\tfrac12\Delta_v+\tfrac12\omega^2v^2-\tfrac F2v^4\right]\psi=2\psi .$$

These are two plane oscillators. Without the field their energies are $\omega N_i$, with $N_i=2n_i+|m|+1$. The sum must equal 2, and $N_1+N_2=2n$ with $n=n_1+n_2+|m|+1$, so $\omega=1/n$.

To first order in $F$ we need $\langle u^4\rangle$. Describe the plane oscillator by right- and left-circular quanta, $p$ and $q$ in number, so that $p+q+1=N$ and $p-q=m$. Then

$$\omega u^2=a_+^\dagger a_++a_-^\dagger a_-+1+a_+a_-+a_+^\dagger a_-^\dagger .$$

Squaring, the diagonal part contributes $N^2$ and the pair terms contribute $pq+(p+1)(q+1)=2pq+N$. With $4pq=(N-1)^2-m^2$,

$$\omega^2\langle u^4\rangle=N^2+2pq+N=\tfrac12(3N^2+1-m^2).$$

Both oscillators share the same $m^2$, which cancels in the difference. With $k=n_1-n_2$ we have $N_1-N_2=2k$, so

$$\langle u^4\rangle-\langle v^4\rangle=\frac{3(N_1-N_2)(N_1+N_2)}{2\omega^2}=6kn^3 .$$

The condition on the sum becomes $2n\omega+3Fkn^3=2$, or $\omega=1/n-\tfrac32Fkn^2$. Inserting this in $E=-\omega^2/2$ and keeping the linear term, then restoring units,

$$\Delta E=\tfrac32\,n\,k\,e a_0F .$$

A component of H-beta therefore shifts in energy by $X\cdot\tfrac32ea_0F$, with $X=4k-2k'$, where the prime marks the lower level. Its wavelength shift has size $\lambda^2|\Delta E|/hc$.

The component $X=0$ requires $k'=2k$. Since $|k'|\le1$, both must vanish, and then $m$ and $m'$ are odd. Light polarized across the field needs $m-m'=\pm1$, which two odd numbers cannot give. Light polarized along it has the matrix element of $z$, which vanishes because states with $n_1=n_2$ are even under $z\to-z$. Hence H-beta has no unshifted component. The other strengths follow from the squared dipole elements. The largest are 0.182 at $X=\pm4$ and 0.133 at $X=\pm6$, for each sign, as fractions of the whole line.

### How strong the ion fields are

Take the ions first as static and randomly placed with density $n_i=n_e$. One ion at distance $r$ produces a field $Q/r^2$, with $Q=e/4\pi\varepsilon_0$. The average of $e^{i\mathbf q\cdot\mathbf F}$ over independent ions is $e^{-n_eJ}$, where, after averaging over directions,

$$J=\int_0^\infty4\pi r^2\left(1-\frac{\sin s}{s}\right)dr,\qquad s=\frac{qQ}{r^2}.$$

Since $r^3=(qQ)^{3/2}s^{-3/2}$, we have $r^2|dr|=\tfrac12(qQ)^{3/2}s^{-5/2}ds$. Three integrations by parts, with vanishing boundary terms, then give

$$\int_0^\infty\frac{s-\sin s}{s^{7/2}}ds=\frac25\cdot\frac23\cdot2\int_0^\infty\frac{\cos s}{\sqrt s}ds=\frac8{15}\sqrt{\frac\pi2}=\frac4{15}\sqrt{2\pi}.$$

Thus $n_eJ=(qF_0)^{3/2}$ with

$$F_0=2\pi\left(\tfrac4{15}\right)^{2/3}\frac{e\,n_e^{2/3}}{4\pi\varepsilon_0}.$$

The inverse Fourier transform gives the Holtsmark distribution of $\beta=F/F_0$:

$$H(\beta)=\frac{2\beta}{\pi}\int_0^\infty x\sin(\beta x)\,e^{-x^{3/2}}dx .$$

At your density $F_0=8.08$ V/cm. Summing the fields of randomly placed ions directly gives a median of $2.14F_0$, about 17 V/cm. Electron screening is weak on this scale: the Debye length is 25 times the ion spacing radius $(3/4\pi n_e)^{1/3}$.

### Stark width with static ions

Let $\delta=\lambda^2\,\tfrac32ea_0F_0/hc$ be the shift of a component with $X=1$ at the field $F_0$. A component $X$ at field $\beta F_0$ appears at $X\beta\delta$. At offset $y\delta$ it contributes where $\beta=|y|/|X|$, and the change of variable supplies a factor $1/|X|$. Using components of the same sign as $y$, with strengths $I_X$,

$$S(y)=\sum_{X>0}\frac{I_X}{X}\,H\!\left(\frac{|y|}{X}\right).$$

The width of this shape is $32.7$ in units of $\delta$. At your density $\delta=0.01223$ pm, so

$$W_S=32.73\times0.01223\ \mathrm{pm}=0.400\ \mathrm{pm},\qquad \frac{W_D}{W_S}=\frac{7.758}{0.400}\approx19 .$$

The density enters through $F_0$ alone, which is the origin of the $n_e^{2/3}$ law. The derivation neglects fine structure, ion motion and electron collisions.

### Do moving ions change the verdict?

Ions count as static if the line acquires its Stark width before they move appreciably. The half-width as an angular frequency, multiplied by the ion spacing radius and divided by the mean relative speed of H3+ ions and H atoms at 500 K, is 0.57. It would have to be large, so the static picture is not secure here. Consider the opposite limit of separate, brief collisions.

An ion passing at distance $\rho$ with speed $v$ has a transverse field whose time integral is

$$\int_{-\infty}^{\infty}\frac{Q\rho\,dt}{(\rho^2+v^2t^2)^{3/2}}=\frac{2Q}{\rho v},$$

while the longitudinal part integrates to zero. This impulse, multiplied by $e\mathbf r/\hbar$, gives a phase $\Theta$. Because $e^2/4\pi\varepsilon_0=\hbar^2/m_ea_0$, its mean square over directions is

$$\langle\Theta^2\rangle=\frac{4}{\rho^2v^2}\left(\frac{\hbar}{m_e}\right)^2\frac{R}{3},\qquad R=\frac{\langle r^2\rangle}{a_0^2},$$

where $\langle r^2\rangle$ is taken within the $n=4$ shell. The shifts found above fix $R$. The values $k=\pm3,\pm2,\pm1,0$ occur 1, 2, 3 and 4 times each, so $\langle k^2\rangle=40/16=2.5$ and $\langle z^2\rangle=(\tfrac32\cdot4)^2\times2.5\,a_0^2=90a_0^2$. Three equal directions give $R=270$.

A weak collision removes a fraction $\tfrac12\langle\Theta^2\rangle$ of the coherent amplitude. The fraction reaches one at $\rho_w=\sqrt{2R/3}\,\hbar/(m_ev)$; closer collisions are counted as complete loss. Adding $n_ev\pi\rho_w^2$ to the integral of $n_ev\,2\pi\rho\cdot\tfrac12\langle\Theta^2\rangle$ from $\rho_w$ to the Debye length $\lambda_D$ gives the decay rate

$$\gamma=\frac{4\pi}{3}n_e\left(\frac{\hbar}{m_e}\right)^2R\left\langle\frac1v\right\rangle\left[\ln\frac{\lambda_D}{\rho_w}+\frac12\right].$$

In the slowly varying logarithm, $1/v$ is replaced by its mean. An amplitude decaying as $e^{-\gamma t}$ gives a Lorentzian of angular-frequency width $2\gamma$, hence a wavelength width $2\gamma\lambda^2/2\pi c$.

For H3+ ions moving relative to H atoms at 500 K this is 0.60 pm; for the electrons it is 0.005 pm. The ion figure is generous. Its coherence time $1/\gamma$ is 0.4 ns, while an ion needs about 11 ns to travel one Debye length, so the most distant passages are not brief. Ending the integral at the distance an ion travels in one coherence time, with that time recalculated from the reduced rate until the two agree, lowers the ion width to about 0.28 pm. The value $R=270$ is an average over the whole shell, including the 4f states, which do not radiate to $n=2$. The emitting s, p and d states have $R=540$, 468 and 324. Weighting them by line strength gives $R\approx360$ and raises the 0.60 pm to 0.75 pm; including the lower level and its interference with the upper level brings it back to about 0.62 pm. The estimate ignores fine structure, and it is not a bound. Still, both the static and the impact estimates put the Stark width below one picometre. Even with the integral taken to the Debye length, Doppler broadening exceeds the sum of the two impact widths by a factor of 10 to 13.

### Fine structure is as large as the Doppler width

The zero-field levels are not single. To order $\alpha^2$, in atomic units, the relativistic kinetic correction is $-\tfrac{\alpha^2}2\langle(E+1/r)^2\rangle$. Three averages are needed:

- The virial theorem gives $\langle1/r\rangle=1/n^2$.
- Differentiating the energy with respect to $l$ at fixed radial quantum number gives $(l+\tfrac12)\langle1/r^2\rangle=1/n^3$.
- The vanishing mean radial force gives $l(l+1)\langle1/r^3\rangle=\langle1/r^2\rangle$ for $l>0$.

With $E=-1/2n^2$, the kinetic term becomes

$$-\frac{\alpha^2}{2n^3}\left[\frac1{l+1/2}-\frac3{4n}\right].$$

The spin-orbit energy is $\tfrac{\alpha^2}{2}\langle1/r^3\rangle\,\mathbf L\cdot\mathbf S$, where $\mathbf L\cdot\mathbf S=l/2$ for $j=l+\tfrac12$ and $-(l+1)/2$ for $j=l-\tfrac12$. It changes the first term in the bracket to $1/(l+1)$ and $1/l$ respectively, which in both cases is $1/(j+\tfrac12)$. For $l=0$ the Darwin term, $+\alpha^2/2n^3$, reduces that term from 2 to 1, again $1/(j+\tfrac12)$. So

$$E_{nj}=-\frac{1}{2n^2}-\frac{\alpha^2}{2n^3}\left[\frac1{j+1/2}-\frac3{4n}\right].$$

For $n=2$ the levels $j=\tfrac12$ and $\tfrac32$ differ by $\tfrac{\alpha^2}{16}(1-\tfrac12)=\alpha^2/32$, which at H-beta is 8.64 pm. The $n=4$ levels span 1.62 pm.

Your line is thus a group of components spread over a distance comparable with the Doppler width. Giving each component the 500 K Doppler profile produces a total width of 15.4 pm, about twice $W_D$, with no plasma field at all.

### The complete profile

Fine structure and the ion field act together, so their widths should not simply be added. For each field I diagonalized the fine-structure energy plus $eFz$ in the $n=4$ and $n=2$ shells, found the component strengths, averaged over $H(\beta)$ up to $\beta=30$ and applied the Doppler profile. The gas temperature is held at 500 K throughout:

| $n_e$ (cm$^{-3}$) | Total width (pm) |
|---|---|
| 0 | 15.40 |
| $10^{11}$ | 15.42 |
| $10^{12}$ | 15.67 |
| $10^{13}$ | 17.5 |
| $10^{14}$ | 47.4 |

At $10^{11}\ \mathrm{cm^{-3}}$ the ion field adds 0.02 pm, or 0.14% of the total. The rare fields above $30F_0$, left out of the table, raise this to about 0.03 pm, or 0.2%. A temperature error of 50 K, which is 10%, changes $W_D$ by about 5%, or 0.4 pm. The total width follows this change only in part, by 0.25 to 0.3 pm, because the fine-structure spacing stays fixed; the density effect is still about eight to ten times smaller and is hidden. These figures assume static ions. If the ions act instead through a Lorentzian of the impact width, 0.28 to 0.60 pm, the total grows by 0.12 to 0.25 pm, under 2%. That is several times the static figure, but no larger than the effect of the 50 K error.

This answers your first question. Reading the whole width as Stark width would give

$$n_{\rm false}=10^{11}\left(\frac{15.42}{0.400}\right)^{3/2}\mathrm{cm^{-3}}\approx2.4\times10^{13}\ \mathrm{cm^{-3}},$$

about 240 times too high. Reading it as a single Doppler width also fails: $500\,(15.42/7.76)^2\approx1980$ K, four times the gas temperature. To use the width as a thermometer, the fit must include the fine structure, the Lamb shift and the instrument profile. If only the full width at half maximum is matched, leaving out the Lamb shift alone would make 500 K appear as about 420 K.

### Where the density method begins to work

Because $W_S\propto n_e^{2/3}$ and $W_D\propto T^{1/2}$, equating them gives

$$n_*=10^{11}\left(\frac{7.758}{0.400}\right)^{3/2}\left(\frac{T}{500\ \mathrm K}\right)^{3/4}\mathrm{cm^{-3}}\approx8.5\times10^{12}\left(\frac{T}{500\ \mathrm K}\right)^{3/4}\mathrm{cm^{-3}}.$$

This marks equal static Stark and Doppler widths; it is not a detection limit. Near it, a density requires a fit that includes the temperature, fine structure and instrument profile. In the table, $10^{13}\ \mathrm{cm^{-3}}$ raises the total width by 13%, while $10^{14}\ \mathrm{cm^{-3}}$ triples it.

At $10^{16}\ \mathrm{cm^{-3}}$ the simple Stark formula gives 862 pm, against a Doppler width still below 8 pm at 500 K. The diagonalization with fine structure, smoothed by a 90 pm Gaussian, gives 887 pm, within 3%. The difference comes from the smoothing; fine structure no longer matters much. Both figures omit electron collisions, however, whose width by the impact formula above is now about 0.2 nm at 2 eV. They also omit screening, which is no longer weak: at 2 eV the Debye length is less than four ion spacing radii, which weakens the ion fields and reduces their contribution to the width. In that regime the plasma sets the width and the rule you were told is a useful one, but an accurate density needs a profile calculation that includes both effects.

### Your reactor beside the model

Your parameters are rough but plausible for a low-pressure inductive discharge. One assumption open to doubt is a single atom temperature, because dissociation of H2 can produce fast atoms. Atoms with a temperature of 3 eV would have a Doppler width of 65 pm, eight times that of the 500 K atoms; their effect on the line depends on their share of the emission. Equal population of the $n=4$ substates is another assumption: if the 4p states held only a third of their equal share, the zero-field width would fall from 15.4 to 14.3 pm. The line of sight matters too. A sheath field of 1 kV/cm would widen the 500 K line to 32 pm, for light averaged over viewing directions. That is a true Stark effect, but it measures the sheath field and not the bulk density.

The smaller omissions do not rescue the density reading:

- A rough 1 GHz Lamb shift of the 2s level lowers the total width by 3%, to 14.9 pm; the static ion field still adds only a few hundredths of a picometre.
- The decay of the 2p level contributes a natural width of 0.08 pm.
- The hyperfine splitting of the 2s level, about 178 MHz, corresponds to 0.14 pm.
- A magnetic field of 10 mT gives a Zeeman span of 0.22 pm if electron spin is ignored; with spin, single fine-structure components spread over up to about 0.37 pm.
- Collisions with neutrals give 0.004 pm for an assumed, deliberately large cross-section of $10^{-17}\ \mathrm{m^2}$.

The natural width is about a fifth of the static Stark width you hoped to isolate, and the Zeeman span with spin is nearly equal to that Stark width, although both are small beside the Doppler width. Your spectrometer adds its own profile. An instrument width equal to the Stark width would require a resolving power of $1.2\times10^6$, and even then the Doppler and fine-structure widths would remain.

For the bulk density at $10^{11}\ \mathrm{cm^{-3}}$, use a method that responds to the electrons more directly. Microwave interferometry, for example, needs no probe in the plasma, provided that the path is long enough to give a measurable phase shift. The main calculated values are in the numerical output below.

## Computed values

```
Electron density: 1.0e+11 cm^-3
Gas temperature: 500 K
Electron temperature: 2.0 eV
Gas pressure: 20 mTorr
H-beta vacuum wavelength: 486.274 nm
Doppler FWHM: 7.758 pm
Doppler FWHM from speed distribution: 7.758 pm
Holtsmark coefficient: 2.6031
Holtsmark field F0: 8.076 V/cm
Median sampled ion field / F0: 2.142
Shift of X=1 at F0: 0.01223 pm
Strength fraction at X=+2 (same at -2): 0.03050
Strength fraction at X=+4 (same at -4): 0.18182
Strength fraction at X=+6 (same at -6): 0.13337
Strength fraction at X=+8 (same at -8): 0.07656
Strength fraction at X=+10 (same at -10): 0.07436
Strength fraction at X=+12 (same at -12): 0.00319
Strength fraction at X=+14 (same at -14): 0.00020
Static Stark FWHM in X=1 shifts: 32.73
Static Stark FWHM: 0.400 pm
Doppler / static Stark: 19.4
Static-ion parameter (large = static): 0.57
Mean r^2 within n=4 shell: 270.0 a0^2
Ion impact-limit FWHM: 0.601 pm
Electron impact FWHM: 0.0052 pm
Doppler / (ion + electron impact): 12.8
Fine-structure span of n=2: 8.64 pm
Fine-structure span of n=4: 1.62 pm
Complete FWHM without microfield: 15.403 pm
Complete FWHM at 1e+11 cm^-3: 15.424 pm
Complete FWHM at 1e+12 cm^-3: 15.673 pm
Complete FWHM at 1e+13 cm^-3: 17.477 pm
Complete FWHM at 1e+14 cm^-3: 47.413 pm
Width change due to microfield at 1e11: 0.14 %
Static Stark FWHM at 1e16 cm^-3: 862 pm
Full-Hamiltonian FWHM at 1e16 cm^-3 (90 pm smoothing): 887 pm
Density where static Stark = Doppler: 8.54e+12 cm^-3
False density if whole width read as Stark: 2.39e+13 cm^-3
False temperature if whole width read as Doppler: 1976 K
Resolving power matching Stark width: 1.22e+06
Complete FWHM, rough 1 GHz Lamb shift, no microfield: 14.936 pm
Same with microfield at 1e11 cm^-3: 14.953 pm
Natural width from 2p decay: 0.079 pm
Neutral-collision width (cross-section 1e-17 m^2): 0.0044 pm
Zeeman span at 10 mT: 0.221 pm
Debye length / ion spacing radius: 24.9
Doppler FWHM of 3 eV atoms: 64.7 pm
Complete FWHM in 1 kV/cm sheath field: 32.4 pm
```
